# Neutral oxygen-vacancy energy in a biaxially strained cubic film: verification in Python

```python
# Result under test: a neutral vacancy in a cubic (001) film with a free surface
# and in-plane strain s has its formation energy shifted, to first order, by
#     shift = -2 P s (1 - C12/C11)
# P: isotropic elastic dipole, minus the strain derivative of the formation energy
# at fixed cell; C11, C12: elastic constants of the host.
# For a diagonal dipole: shift = -s (Pxx + Pyy - 2 (C12/C11) Pzz).
# Test: relax atomistic slabs with and without a vacancy and take the slope of the
# energy difference; dipole and elastic constants come from separate periodic cells.
# Lattice units: spacing a = 1, spring energy unit k a^2 = 1.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from scipy.sparse import csr_matrix

BONDS = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, 1, 0), (1, -1, 0),
         (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]


def build(n, springs, push=None, slab=False):
    """Simple cubic n*n*n crystal; push = strut forces if a vacancy is present."""
    index = np.arange(n**3).reshape(n, n, n)
    sites = np.indices((n, n, n)).reshape(3, -1).T
    middle = np.array([n // 2] * 3)
    vacant = index[tuple(middle)]
    first, second, rest, stiff, force = [], [], [], [], []
    for bond in BONDS:
        vector = np.array(bond)
        target = sites + vector
        i = np.arange(n**3)
        j = index[tuple((target % n).T)]
        keep = np.ones(n**3, dtype=bool)
        if slab:
            keep &= (target[:, 2] >= 0) & (target[:, 2] < n)
        if push is not None:
            keep &= (i != vacant) & (j != vacant)
        count = int(keep.sum())
        first.extend(i[keep])
        second.extend(j[keep])
        rest.extend([vector] * count)
        stiff.extend([springs[0] if vector @ vector == 1 else springs[1]] * count)
        force.extend([0.0] * count)
    if push is not None:
        for axis in range(3):
            step = np.eye(3, dtype=int)[axis]
            first.append(index[tuple(middle - step)])
            second.append(index[tuple(middle + step)])
            rest.append(2 * step)
            stiff.append(0.0)
            force.append(push[axis])
    m = len(first)
    rows = np.concatenate([np.arange(m), np.arange(m)])
    cols = np.concatenate([np.array(second), np.array(first)])
    vals = np.concatenate([np.ones(m), -np.ones(m)])
    diff = csr_matrix((vals, (rows, cols)), shape=(m, n**3))
    return (diff, diff.T.tocsr(), np.array(rest, dtype=float),
            np.array(stiff), np.array(force))


def bond_terms(crystal, strain, u):
    diff, _, rest, stiff, force = crystal
    d = rest * (1 + np.array(strain)) + diff @ u
    r = np.sqrt((d * d).sum(axis=1))
    stretch = r - np.sqrt((rest * rest).sum(axis=1))
    energy = np.sum(0.5 * stiff * stretch**2 - force * stretch)
    return energy, ((stiff * stretch - force) / r)[:, None] * d


def relax(crystal, strain):
    """Return relaxed energy, minus its strain derivative, and displacements."""
    atoms = crystal[0].shape[1]

    def objective(x):
        energy, pull = bond_terms(crystal, strain, x.reshape(-1, 3))
        return energy, (crystal[1] @ pull).ravel()

    out = minimize(objective, np.zeros(3 * atoms), jac=True, method="L-BFGS-B",
                   options=dict(maxcor=20, ftol=1e-16, gtol=1e-8,
                                maxiter=5000, maxfun=20000))
    assert np.abs(out.jac).max() < 1e-5
    u = out.x.reshape(-1, 3)
    energy, pull = bond_terms(crystal, strain, u)
    return energy, -(pull * crystal[2]).sum(axis=0), u


def elastic_constants(springs):
    """Second differences of the energy of the perfect crystal."""
    n, e = 3, 1e-3
    crystal = build(n, springs)
    still = np.zeros((n**3, 3))

    def energy(x, y):
        return bond_terms(crystal, (x, y, 0.0), still)[0] / n**3

    c11 = (energy(e, 0) + energy(-e, 0) - 2 * energy(0, 0)) / e**2
    c12 = (energy(e, e) - energy(e, -e) - energy(-e, e) + energy(-e, -e)) / (4 * e**2)
    return c11, c12


def to_infinite(small, large, n_small, n_large):
    """Remove the leading finite-size error, inverse to the volume."""
    return (n_large**3 * large - n_small**3 * small) / (n_large**3 - n_small**3)


SIZES = (7, 9)
STEP = 2e-3
cases = [("A", (3.0, 1.0), (0.05, 0.05, 0.05)),
         ("B", (0.5, 1.0), (0.05, 0.05, 0.05)),
         ("C", (3.0, 1.0), (0.04, 0.04, 0.07))]
print("LATTICE TEST (spacing a = 1, energy unit k a^2)")
print(f"slab sizes: {SIZES[0]} and {SIZES[1]} layers; strain step {STEP:.3f}")
softening = None
for name, springs, push in cases:
    c11, c12 = elastic_constants(springs)
    ratio = c12 / c11
    slopes, dipoles = [], []
    for n in SIZES:
        host = build(n, springs, slab=True)
        defect = build(n, springs, push, slab=True)
        formation, host_u = {}, {}
        for s in (STEP, -STEP):
            host_energy, _, host_u[s] = relax(host, (s, s, 0.0))
            formation[s] = relax(defect, (s, s, 0.0))[0] - host_energy
        slopes.append((formation[STEP] - formation[-STEP]) / (2 * STEP))
        periodic = build(n, springs, push)
        fixed_energy, dipole, _ = relax(periodic, (0.0, 0.0, 0.0))
        dipoles.append(dipole)
    # normal strain in the middle of the perfect slab
    c = n // 2
    uz = (host_u[STEP] - host_u[-STEP])[:, 2].reshape(n, n, n) / 2
    normal = (uz[c, c, c + 1] - uz[c, c, c - 1]) / 2 / STEP
    assert abs(normal + 2 * ratio) < 0.01 * 2 * ratio
    slope = to_infinite(slopes[0], slopes[1], *SIZES)
    p = to_infinite(dipoles[0], dipoles[1], *SIZES)
    predicted = -(p[0] + p[1] - 2 * ratio * p[2])
    raw = -(dipoles[1][0] + dipoles[1][1] - 2 * ratio * dipoles[1][2])
    # finite cells: errors of a few site volumes over the cell volume
    assert abs(slopes[1] / raw - 1) < 0.05
    assert abs(slope / predicted - 1) < 0.01
    if name != "C":
        assert np.ptp(p) < 1e-4 * abs(p[0])
        assert abs(slope / (-2 * p[0] * (1 - ratio)) - 1) < 0.01
    else:
        # the isotropic formula with the mean dipole must fail here
        assert abs(slope / (-2 * p.mean() * (1 - ratio)) - 1) > 0.05
    print(f"case {name}: C12/C11 {ratio:.4f}, normal strain / s {normal:.4f}")
    print(f"  dipole Pxx {p[0]:.5f}, Pzz {p[2]:.5f}")
    print(f"  slope: relaxed slabs {slope:.5f}, formula {predicted:.5f}")
    if name == "A":
        volume = n**3
        # energy gained when the cell height responds to the vacancy
        height_strain = dipole[2] / (volume * c11)
        gain = fixed_energy - relax(periodic, (0.0, 0.0, height_strain))[0]
        gain_formula = dipole[2]**2 / (2 * volume * c11)
        assert abs(gain / gain_formula - 1) < 0.05
        # relaxation volume: the predicted expansion must remove the pressure
        relax_volume = 3 * dipole[0] / (c11 + 2 * c12)
        e = relax_volume / (3 * volume)
        left = relax(periodic, (e, e, e))[1][0] / dipole[0]
        assert abs(left) < 0.05
        # quadratic strain term relative to the strain energy of one site
        at_zero = relax(defect, (0.0, 0.0, 0.0))[0]
        second = (formation[STEP] + formation[-STEP] - 2 * at_zero) / STEP**2
        softening = -second / (2 * (c11 + c12 - 2 * c12**2 / c11))
        assert softening > 0
        print(f"  height response energy: relaxed {gain:.4e}, formula {gain_formula:.4e}")
        print(f"  pressure left after predicted expansion: {100 * left:.2f} %")
        print(f"  quadratic term / site strain energy: {-softening:.3f}")

# Worked example: round parameters, fluorite-structured oxide memory layer
eV = const.e
C11, C12 = 500e9, 100e9            # Pa
P = 3.0                            # eV
s = 0.01
T_anneal, T_use = 1000.0, 300.0    # K
thickness = 10.0                   # nm
site_volume = 0.015                # nm^3 per oxygen site
density = 1e20                     # vacancies per cm^3
kT = const.k * T_anneal / eV
gpa_to_ev = 1e-27 / eV             # Pa to eV/nm^3
r = C12 / C11
ezz = -2 * r * s
shift = -P * (2 * s + ezz)
biaxial = C11 + C12 - 2 * C12**2 / C11
print("EXAMPLE INPUTS (round values)")
print(f"C11 {C11/1e9:.0f} GPa, C12 {C12/1e9:.0f} GPa, P {P:.1f} eV, s {100*s:.1f} %")
print(f"thickness {thickness:.0f} nm, anneal {T_anneal:.0f} K, use {T_use:.0f} K")
print(f"oxygen site volume {site_volume:.3f} nm^3, vacancies {density:.0e} cm^-3")
print("EXAMPLE RESULTS")
print(f"C12/C11: {r:.3f}; normal strain: {100*ezz:.2f} %")
print(f"volume strain: {100*(2*s+ezz):.2f} %")
print(f"biaxial modulus: {biaxial/1e9:.0f} GPa; film stress: {biaxial*s/1e9:.2f} GPa")
print(f"relaxation volume: {3*P/((C11+2*C12)*gpa_to_ev):.5f} nm^3")
print(f"energy shift: {shift:.4f} eV = {shift*eV*const.N_A/1e3:.2f} kJ/mol")
print(f"shift at opposite strain: {-shift:.4f} eV")
print(f"if thickness were fixed: {-2*P*s:.4f} eV; equal strain on all axes: {-3*P*s:.4f} eV")
print(f"kT at anneal: {kT:.4f} eV; concentration ratio: {np.exp(-shift/kT):.3f}")
print(f"concentration ratio at opposite strain: {np.exp(shift/kT):.3f}")

print("NEGLECTED EFFECTS (rough sizes)")
quadratic = -softening * biaxial * s**2 * site_volume * gpa_to_ev
print(f"quadratic strain term: {quadratic:.4f} eV")
delta = 0.1 * P                    # Pxx = Pyy = P - delta, Pzz = P + 2 delta
aniso = -s * (2 * (P - delta) - 2 * r * (P + 2 * delta)) - shift
print(f"dipole anisotropy, delta {delta:.2f} eV: {aniso:+.4f} eV")
pair = P**2 / (C11 * gpa_to_ev)    # eV nm^3
print(f"vacancy interaction, mean field: {-pair*density*1e-21:.2e} eV")
print(f"surface image scale at 1 nm depth: {pair:.2e} eV")
drift = 0.05
print(f"C12/C11 higher by {drift:.2f}: {2*P*s*drift:+.4f} eV")
field, permittivity = 2.0, 25.0    # MV/cm, relative
field_energy = 0.5 * permittivity * const.epsilon_0 * (field * 1e8)**2
print(f"field energy per site, {field:.0f} MV/cm, permittivity {permittivity:.0f}: "
      f"{field_energy*site_volume*gpa_to_ev:.1e} eV")
level_gap = 0.5                    # eV, Fermi level above the first donor level
print(f"singly ionized / neutral, Fermi level {level_gap:.1f} eV above donor level: "
      f"{2*np.exp(-level_gap/kT):.1e}")
fracture = 3.0                     # J/m^2
print(f"stored film energy: {biaxial*s**2*thickness*1e-9:.2f} J/m^2; "
      f"rough fracture energy: {fracture:.1f} J/m^2")
barrier, attempt, hop = 2.4, 1e13, 0.25   # eV, 1/s, nm
print(f"hop barrier {barrier:.1f} eV, attempt rate {attempt:.0e} 1/s, hop {hop:.2f} nm")
for label, T in (("anneal", T_anneal), ("use", T_use)):
    diffusivity = attempt * hop**2 * np.exp(-barrier * eV / (const.k * T))
    print(f"time to diffuse through film at {label}: {thickness**2/(2*diffusivity):.1e} s")
print("PASS")
```

It prints:

```
LATTICE TEST (spacing a = 1, energy unit k a^2)
slab sizes: 7 and 9 layers; strain step 0.002
case A: C12/C11 0.2000, normal strain / s -0.4000
  dipole Pxx 0.14034, Pzz 0.14034
  slope: relaxed slabs -0.22483, formula -0.22455
  height response energy: relaxed 2.6898e-06, formula 2.6795e-06
  pressure left after predicted expansion: 0.34 %
  quadratic term / site strain energy: -2.775
case B: C12/C11 0.4000, normal strain / s -0.8000
  dipole Pxx 0.10926, Pzz 0.10926
  slope: relaxed slabs -0.13121, formula -0.13112
case C: C12/C11 0.2000, normal strain / s -0.4000
  dipole Pxx 0.10631, Pzz 0.20769
  slope: relaxed slabs -0.12999, formula -0.12955
EXAMPLE INPUTS (round values)
C11 500 GPa, C12 100 GPa, P 3.0 eV, s 1.0 %
thickness 10 nm, anneal 1000 K, use 300 K
oxygen site volume 0.015 nm^3, vacancies 1e+20 cm^-3
EXAMPLE RESULTS
C12/C11: 0.200; normal strain: -0.40 %
volume strain: 1.60 %
biaxial modulus: 560 GPa; film stress: 5.60 GPa
relaxation volume: 0.00206 nm^3
energy shift: -0.0480 eV = -4.63 kJ/mol
shift at opposite strain: 0.0480 eV
if thickness were fixed: -0.0600 eV; equal strain on all axes: -0.0900 eV
kT at anneal: 0.0862 eV; concentration ratio: 1.745
concentration ratio at opposite strain: 0.573
NEGLECTED EFFECTS (rough sizes)
quadratic strain term: -0.0146 eV
dipole anisotropy, delta 0.30 eV: +0.0084 eV
vacancy interaction, mean field: -2.88e-04 eV
surface image scale at 1 nm depth: 2.88e-03 eV
C12/C11 higher by 0.05: +0.0030 eV
field energy per site, 2 MV/cm, permittivity 25: 4.1e-04 eV
singly ionized / neutral, Fermi level 0.5 eV above donor level: 6.0e-03
stored film energy: 0.56 J/m^2; rough fracture energy: 3.0 J/m^2
hop barrier 2.4 eV, attempt rate 1e+13 1/s, hop 0.25 nm
time to diffuse through film at anneal: 1.0e+02 s
time to diffuse through film at use: 1.7e+30 s
PASS
```
